# Adaptive Gaussian widths for three-phonon energy conservation: bias and ripple: test program

```python
"""Adaptive Gaussian smearing of three-phonon energy delta functions.
Result under test: with f = w1 + s*w' - w'' and q'' = q1 + s*q' (s=-1 decay,
s=+1 absorption), the width sigma = a*sqrt(sum_mu((v'-v'').e_mu)^2/12), e_mu
being the edges of a grid cell, gives a sum that converges to the delta-function
integral with a bias of order (a*h)^2 and a ripple damped by exp(-pi^2 a^2/6).
A fixed width s0 keeps a bias of order s0^2 on every grid.
Units inside: nm, ps, rad/ps; speeds in nm/ps = km/s.
W is the scattering weight w'*w''*(thermal factor); h is the grid spacing.
"""
import numpy as np
from scipy import constants as const

pi = np.pi


def gauss(f, sigma):
    sigma = np.maximum(sigma, 1e-7)
    return np.exp(-0.5 * (f / sigma) ** 2) / (np.sqrt(2 * pi) * sigma)


# ---------- occupation factors from oscillator matrix elements ----------
lower = np.diag(np.sqrt(np.arange(1.0, 9.0)), 1)
X = (lower + lower.T) / np.sqrt(2)


def net_loss(n1, n2, n3, s):
    """Forward minus backward squared elements; s=-1: 1->2+3, s=+1: 1+2->3."""
    fwd = X[n1 - 1, n1] * X[n2 - s, n2] * X[n3 + 1, n3]
    back = X[n1 + 1, n1] * X[n2 + s, n2] * X[n3 - 1, n3]
    return 8 * (fwd ** 2 - back ** 2)


assert abs(net_loss(3, 4, 2, -1) - net_loss(2, 4, 2, -1) - (1 + 4 + 2)) < 1e-10
assert abs(net_loss(3, 4, 2, 1) - net_loss(2, 4, 2, 1) - (4 - 2)) < 1e-10

# ---------- flat surface: ripple of a sum of Gaussians on a line ----------
line = np.arange(-40, 41)
flat_ripple = {}
for a in (1, 2):
    flat_ripple[a] = gauss(line, a / np.sqrt(12)).sum() - 1
    poisson = 2 * sum(np.exp(-pi ** 2 * a ** 2 * m ** 2 / 6) for m in range(1, 6))
    assert abs(flat_ripple[a] - poisson) < 1e-9

# ---------- linear dispersion, L -> T+T, units h = 1 and c_T = 1 ----------
d, xi = 13.0, 1.5
ax = np.arange(-14 * 4, 14 * 4) / 4
ay = np.arange(-12 * 4, 12 * 4) / 4
px, py, pz = np.meshgrid(ax, ay, ay, indexing="ij")
r1 = np.sqrt((px + d / 2) ** 2 + py ** 2 + pz ** 2)
r2 = np.sqrt((px - d / 2) ** 2 + py ** 2 + pz ** 2)
m1, m2 = np.maximum(r1, 1e-12), np.maximum(r2, 1e-12)
dv = np.sqrt(((px + d / 2) / m1 + (px - d / 2) / m2) ** 2
             + (py ** 2 + pz ** 2) * (1 / m1 + 1 / m2) ** 2)
f_lin = xi * d - r1 - r2


def offset_sums(values):
    """Coarse-grid sums for 4x4x4 offsets of the grid inside one cell."""
    return values.reshape(28, 4, 24, 4, 24, 4).sum(axis=(0, 2, 4))


exact_lin = pi * d ** 2 * (xi ** 2 - 1 / 3) / 2
sums = {a: offset_sums(gauss(f_lin, a * dv / np.sqrt(12))) for a in (1, 2)}
bias_lin = {a: sums[a].mean() - exact_lin for a in (1, 2)}
for a in (1, 2):
    assert abs(bias_lin[a] / (pi * a ** 2 / 6) - 1) < 0.05
s0 = 0.05 * xi * d
bias_fix = offset_sums(gauss(f_lin, s0)).mean() - exact_lin
assert abs(bias_fix / (pi * s0 ** 2 / 2) - 1) < 0.03
spread = {a: sums[a].std() / exact_lin for a in (1, 2)}
assert spread[1] > 20 * spread[2]
coef = np.fft.fftn(sums[1]).real / 64
A, B = xi * d / 2, np.sqrt(xi ** 2 - 1) * d / 2
damp = np.exp(-pi ** 2 / 6)
ripple_x = 2 * damp * (B ** 2 / A) * np.sin(2 * pi * A) / 2
ripple_y = 2 * damp * A * np.sin(2 * pi * B) / (2 * np.sqrt(xi ** 2 - 1) / xi)
assert abs(coef[1, 0, 0] / ripple_x - 1) < 0.15
assert abs(coef[0, 1, 0] / ripple_y - 1) < 0.15

# ---------- lattice model with rough silicon-like round values ----------
cL, cT, cell = 8.4, 5.6, 0.27
mass_u, gamma, T0 = 28.0, 1.0, 300.0
film_nm, disorder = 100.0, 2e-4
G = 2 * pi / cell
q1 = G * np.array([0.25, 0.125, 0.0])


def branch(q, c):
    w = 2 * c / cell * np.sqrt((np.sin(q * cell / 2) ** 2).sum(-1))
    v = c ** 2 / cell * np.sin(q * cell) / np.maximum(w, 1e-12)[..., None]
    return w, v


def bose(w, T):
    return 1 / np.expm1(const.hbar * 1e12 * np.maximum(w, 1e-9) / (const.k * T))


w1, v1 = branch(q1, cL)
speed1 = np.linalg.norm(v1)
vD = (3 / (1 / cL ** 3 + 2 / cT ** 3)) ** (1 / 3)
prefactor = (pi * const.hbar * 1e12 * gamma ** 2 * w1
             / (mass_u * const.atomic_mass * (vD * 1e3) ** 2))


def process(q, channel, T=T0):
    """Energy mismatch f, its q' gradient, and the scattering weight W."""
    c2, c3, s = channel
    w2, v2 = branch(q, c2)
    w3, v3 = branch(q1 + s * q, c3)
    n2, n3 = bose(w2, T), bose(w3, T)
    thermal = 1 + n2 + n3 if s < 0 else n2 - n3
    weight = w2 * w3 * thermal * ((w2 > 1e-9) & (w3 > 1e-9))
    return w1 + s * w2 - w3, s * (v2 - v3), weight


TT, LT, LTabs = (cT, cT, -1), (cT, cL, -1), (cT, cL, 1)
LLdec, LLabs = (cL, cL, -1), (cL, cL, 1)

# gradient of f against central differences, for both process types
probe = G * np.array([0.31, 0.22, 0.13])
for channel in (TT, LT, LTabs):
    numeric = [(process(probe + e, channel)[0] - process(probe - e, channel)[0])
               / 2e-4 for e in 1e-4 * np.eye(3)]
    assert np.allclose(numeric, process(probe, channel)[1], atol=1e-5)

# width rule against the true spread of f over one skewed grid cell
edges = G / 96 * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
node, wt = np.polynomial.legendre.leggauss(4)
tri = np.stack(np.meshgrid(node, node, node, indexing="ij"), -1) / 2
w3d = np.einsum("i,j,k->ijk", wt, wt, wt) / 8
f_cell = process(probe + tri @ edges, TT)[0]
true_std = np.sqrt((w3d * f_cell ** 2).sum() - (w3d * f_cell).sum() ** 2)
rule_std = np.sqrt(((edges @ process(probe, TT)[1]) ** 2).sum() / 12)
assert abs(rule_std / true_std - 1) < 0.03


def surface(E, power=0, n=48, T=T0):
    """Zone average of W*|grad f|^power*delta(E-w'-w'') for L->T+T."""
    mu, wmu = np.polynomial.legendre.leggauss(n)
    phi = 2 * pi * np.arange(2 * n) / (2 * n)
    st = np.sqrt(1 - mu ** 2)[:, None]
    u = np.stack([st * np.cos(phi), st * np.sin(phi),
                  mu[:, None] + 0 * phi], -1)
    lo, hi = np.zeros((n, 2 * n)), np.full((n, 2 * n), 0.35 * G)
    for _ in range(48):
        mid = (lo + hi) / 2
        f = process(q1 / 2 + mid[..., None] * u, TT, T)[0] + E - w1
        lo, hi = np.where(f > 0, mid, lo), np.where(f > 0, hi, mid)
    r = (lo + hi) / 2
    _, grad, W = process(q1 / 2 + r[..., None] * u, TT, T)
    slope = np.abs((grad * u).sum(-1))
    size = np.sqrt((grad ** 2).sum(-1))
    total = (wmu[:, None] * r ** 2 * W * size ** power / slope).sum() * pi / n
    return total / G ** 3


def crossings(M, channel, T=T0):
    """Same average for any channel, from zeros of f along grid lines."""
    x = G * (np.arange(M) + 0.5) / M
    q = np.stack(np.meshgrid(x, x, x, indexing="ij"), -1)
    f = process(q, channel, T)[0]
    total = 0.0
    for axis in range(3):
        hit = np.nonzero(f * np.roll(f, -1, axis) < 0)
        start, f0 = q[hit], f[hit]
        lo, hi = np.zeros(len(f0)), np.full(len(f0), G / M)
        unit = np.eye(3)[axis]
        for _ in range(36):
            mid = (lo + hi) / 2
            same = process(start + mid[:, None] * unit, channel, T)[0] * f0 > 0
            lo, hi = np.where(same, mid, lo), np.where(same, hi, mid)
        _, g, W = process(start + ((lo + hi) / 2)[:, None] * unit, channel, T)
        total += (W * np.abs(g[:, axis]) / (g ** 2).sum(-1)).sum()
    return total / (G * M ** 2)


def smeared(N, channel, a=None, fixed=None):
    """Gaussian grid sum; a = adaptive scale, fixed = constant width in THz."""
    x = G * np.arange(N) / N
    q = np.stack(np.meshgrid(x, x, x, indexing="ij"), -1)
    f, g, W = process(q, channel)
    if fixed is None:
        sigma = a * G / N * np.sqrt((g ** 2).sum(-1) / 12)
    else:
        sigma = 2 * pi * fixed
    return (W * gauss(f, sigma)).mean()


ref = surface(w1)
assert abs(surface(w1, n=32) / ref - 1) < 1e-5
line_ref = crossings(96, TT)
assert abs(line_ref / ref - 1) < 0.01

grids = (16, 24, 32, 48, 64)
schemes = [dict(a=1), dict(a=2), dict(fixed=0.1), dict(fixed=0.5), dict(fixed=1.0)]
err = np.array([[smeared(N, TT, **s) / ref - 1 for s in schemes] for N in grids])

# predicted smoothing biases from the second energy derivative
step = 1.2


def second(power):
    return (surface(w1 + step, power) - 2 * surface(w1, power)
            + surface(w1 - step, power)) / step ** 2


pred_a2 = 0.5 * 4 * (G / 64) ** 2 / 12 * second(2) / ref
pred_f05 = 0.5 * (2 * pi * 0.5) ** 2 * second(0) / ref
assert abs(err[-1, 1] / pred_a2 - 1) < 0.12
assert abs(err[-1, 3] / pred_f05 - 1) < 0.12
assert abs(err[-1, 0]) < 0.04
rms = np.sqrt((err ** 2).mean(0))
assert rms[2] > rms[0]
assert abs(err[-1, 1]) < abs(err[-1, 4])

# L <-> L+L has no energy-conserving surface in this model
xg = G * np.arange(64) / 64
qg = np.stack(np.meshgrid(xg, xg, xg, indexing="ij"), -1)
assert process(qg, LLdec)[0].max() < 1e-9
assert process(qg, LLabs)[0].min() > -1e-9


def leak(N, **s):
    return prefactor * (0.5 * smeared(N, LLdec, **s) + smeared(N, LLabs, **s))


rate = 2 * prefactor * ref
rate400 = 2 * prefactor * surface(w1, T=400.0)
mean_width = np.sqrt(surface(w1, 2) / ref / 12) * G / (2 * pi)
disorder_rate = cell ** 3 * disorder * w1 ** 4 / (4 * pi * vD ** 3)

print("FLAT SURFACE peak ripple a=1, a=2: %.2f %%, %.3f %%"
      % (100 * flat_ripple[1], 100 * flat_ripple[2]))
print("LINEAR MODEL (h=1, c_T=1): d=%.0f, c_L/c_T=%.2f" % (d, xi))
print("exact integral: %.3f" % exact_lin)
for a in (1, 2):
    print("a=%d bias: measured %.4f, formula %.4f; offset rms %.4f %%"
          % (a, bias_lin[a], pi * a ** 2 / 6, 100 * spread[a]))
print("fixed width %.3f bias: measured %.4f, formula %.4f"
      % (s0, bias_fix, pi * s0 ** 2 / 2))
print("ripple coefficient x: measured %.3f, formula %.3f" % (coef[1, 0, 0], ripple_x))
print("ripple coefficient y: measured %.3f, formula %.3f" % (coef[0, 1, 0], ripple_y))
print("LATTICE MODEL inputs: c_L %.1f km/s, c_T %.1f km/s, cell %.2f nm" % (cL, cT, cell))
print("mass %.0f u, gamma %.1f, temperature %.0f K" % (mass_u, gamma, T0))
print("mode: frequency %.3f THz, group speed %.3f km/s" % (w1 / (2 * pi), speed1))
print("Debye mean speed: %.3f km/s" % vD)
print("cell spread of f: true %.4f, width rule %.4f THz"
      % (true_std / (2 * pi), rule_std / (2 * pi)))
print("zone average of W*delta, L->TT: %.5f rad/ps" % ref)
print("rate prefactor: %.6f (dimensionless)" % prefactor)
print("reference rate L->TT: %.3f 1/ns" % (1e3 * rate))
print("lifetime %.3f ps, mean free path %.2f nm" % (1 / rate, speed1 / rate))
print("line-crossing minus surface reference: %.3f %%" % (100 * (line_ref / ref - 1)))
print("rms adaptive width (a=1) on surface: N=16 %.3f THz, N=64 %.3f THz"
      % (mean_width / 16, mean_width / 64))
print("Rate error in %: N, a=1, a=2, fixed 0.1, 0.5, 1.0 THz")
for N, row in zip(grids, err):
    print("%3d  " % N + "  ".join("%8.3f" % (100 * e) for e in row))
print("rms  " + "  ".join("%8.3f" % (100 * e) for e in rms))
print("predicted bias at N=64: a=2 %.3f %%, fixed 0.5 THz %.3f %%"
      % (100 * pred_a2, 100 * pred_f05))
print("Forbidden L<->LL leakage, 1/ns (true value 0):")
for N in (32, 64):
    print("N=%d: a=1 %.4f, a=2 %.4f, fixed 1.0 THz %.4f"
          % (N, 1e3 * leak(N, a=1), 1e3 * leak(N, a=2), 1e3 * leak(N, fixed=1.0)))
print("NEGLECTED EFFECTS, rates in 1/ns:")
for name, ch in (("L->L+T", LT), ("L+T->L", LTabs)):
    vals = [2e3 * prefactor * z for z in
            (crossings(64, ch), crossings(96, ch), smeared(64, ch, a=1))]
    print("%s: line crossings M=64 %.3f, M=96 %.3f; a=1 N=64 %.3f" % (name, *vals))
print("mass disorder (g=%.0e): %.3f" % (disorder, 1e3 * disorder_rate))
print("film boundary, speed/%.0f nm: %.3f" % (film_nm, 1e3 * speed1 / film_nm))
print("L->TT at 400 K: %.3f" % (1e3 * rate400))
print("mode linewidth (full width, L->TT): %.5f THz" % (rate / (2 * pi)))
print("done: every assertion held")
```

It prints:

```
FLAT SURFACE peak ripple a=1, a=2: 38.88 %, 0.278 %
LINEAR MODEL (h=1, c_T=1): d=13, c_L/c_T=1.50
exact integral: 508.807
a=1 bias: measured 0.5250, formula 0.5236; offset rms 1.0411 %
a=2 bias: measured 2.1167, formula 2.0944; offset rms 0.0062 %
fixed width 0.975 bias: measured 1.4932, formula 1.4932
ripple coefficient x: measured -1.042, formula -1.046
ripple coefficient y: measured 2.508, formula 2.510
LATTICE MODEL inputs: c_L 8.4 km/s, c_T 5.6 km/s, cell 0.27 nm
mass 28 u, gamma 1.0, temperature 300 K
mode: frequency 7.962 THz, group speed 6.398 km/s
Debye mean speed: 6.122 km/s
cell spread of f: true 0.1018, width rule 0.1019 THz
zone average of W*delta, L->TT: 3.99372 rad/ps
rate prefactor: 0.009512 (dimensionless)
reference rate L->TT: 75.974 1/ns
lifetime 13.162 ps, mean free path 84.21 nm
line-crossing minus surface reference: -0.016 %
rms adaptive width (a=1) on surface: N=16 0.516 THz, N=64 0.129 THz
Rate error in %: N, a=1, a=2, fixed 0.1, 0.5, 1.0 THz
 16     5.516     9.090    57.054     5.540     9.779
 24     4.933     4.157    30.611     2.819     9.819
 32     0.898     2.363     9.506     2.419     9.828
 48    -0.678     1.044    -0.020     2.421     9.832
 64     0.173     0.589     0.545     2.421     9.833
rms     3.348     4.624    29.267     3.353     9.818
predicted bias at N=64: a=2 0.592 %, fixed 0.5 THz 2.398 %
Forbidden L<->LL leakage, 1/ns (true value 0):
N=32: a=1 0.0774, a=2 0.9175, fixed 1.0 THz 4.4572
N=64: a=1 0.0182, a=2 0.2020, fixed 1.0 THz 4.5205
NEGLECTED EFFECTS, rates in 1/ns:
L->L+T: line crossings M=64 31.846, M=96 31.910; a=1 N=64 32.315
L+T->L: line crossings M=64 48.179, M=96 48.766; a=1 N=64 47.686
mass disorder (g=2e-04): 8.553
film boundary, speed/100 nm: 63.978
L->TT at 400 K: 100.035
mode linewidth (full width, L->TT): 0.01209 THz
done: every assertion held
```
